Evaporative Cooling and Self-Consistent Vapour Pressure in Steady Precursor Delivery

A precursor, liquid or solid, sits in a vessel whose wall is held at the temperature T_b. A carrier gas enters at the same temperature, passes over or through the precursor, and leaves with precursor vapour. The precursor has the uniform temperature T, and its cooling is

θ = T_b − T,

which is positive when the precursor is colder than the wall. The molar flow of carrier is F, its molar heat capacity at constant pressure is c, and the total pressure P in the vessel is held fixed. The precursor has vapour pressure p at temperature T and p_b at T_b. Its molar latent heat is L = h_v − h_l, the enthalpy of the vapour minus that of the condensed phase. The delivery rate n is the molar flow of precursor leaving the vessel. The thermal conductance K, in W/K, defines the linear heat transfer: the wall supplies the power Kθ. R is the gas constant. A standard cubic centimetre per minute (sccm) refers to 273.15 K and 1 atm.

The vapour and carrier are treated as ideal gases, the carrier does not dissolve, and L is constant over the temperature range that matters. The molar volume of the condensed phase is neglected, so that the carrier pressure does not alter the vapour pressure.

The first relation needed is the change of vapour pressure with temperature. In equilibrium the chemical potentials of the two phases are equal, and they remain equal when T changes by dT. At fixed total pressure the condensed phase changes by −s_l dT, where s_l is its molar entropy. The vapour, with molar entropy s_v, changes by −s_v dT + RT dp/p. Equating the two gives

RT dp/p = (s_v − s_l) dT.

Equal chemical potentials also mean h_v − Ts_v = h_l − Ts_l, so s_v − s_l = L/T. Therefore

d ln p/dT = L/(RT²).

With L constant, integration from T_b to T gives

ln(p/p_b) = −(L/R)(1/T − 1/T_b).

Since 1/T − 1/T_b = (T_b − T)/(T T_b) = θ/(T T_b), this is

p = p_b exp[−Lθ/(R T T_b)].

Cooling lowers the pressure, as the sign requires.

The second relation is the delivery law. If the carrier leaves saturated, the ratio of precursor to carrier in the outgoing gas equals the ratio of their partial pressures:

n = F p/(P − p).

For dilute vapour, p ≪ P, this becomes

n = F p/P.

The dilute law is used below, and its error is estimated later.

The third relation is the energy balance. The vessel is an open system whose contents diminish, so the inventory has to be followed as well. Let N be the amount of precursor present and c_l its molar heat capacity. The gas held in the vessel is neglected. At constant pressure, the enthalpy of the precursor changes by the heat from the wall, plus the enthalpy given up by the carrier, minus the enthalpy taken away by the vapour:

d(N h_l)/dt = Kθ + Fc(T_b − T) − n h_v.

The carrier term is positive because the gas enters at T_b and leaves at T. The left side contains two parts,

d(N h_l)/dt = N c_l dT/dt + h_l dN/dt = N c_l dT/dt − n h_l,

because dN/dt = −n. Moving −n h_l to the right combines it with −n h_v into −n(h_v − h_l) = −nL. With

K_e = K + Fc

the result is

N c_l dT/dt = K_e θ − nL.

The arbitrary zero of enthalpy has cancelled. The preheated carrier acts as a second thermal conductance in parallel with the wall.

In the steady state dT/dt = 0, and

K_e θ = L F p(T)/P.

N has dropped out. If K stays constant while the vessel empties, the steady temperature therefore persists although the inventory does not. The left side rises from zero as θ increases. The right side falls from its positive value at θ = 0 and tends to zero as T tends to zero. They cross once, so this model has one steady state.

If the pressure stayed at p_b, the cooling would be

θ0 = L F p_b/(P K_e).

This is the estimate without feedback. Dividing the steady balance by K_e θ0 = L F p_b/P gives

θ/θ0 = p/p_b.

The fraction of the uncooled pressure that survives is the same as the fraction of the uncorrected cooling that occurs. A measured θ therefore gives the pressure loss directly if θ0 is known.

To solve the balance, define the logarithmic slope of the vapour pressure at the wall temperature and two dimensionless parameters:

a = L/(R T_b²), B = aθ0, ε = R T_b/L.

B measures how strongly the uncorrected cooling would act on the pressure. The parameter ε is small when the latent heat is much larger than the thermal energy per mole. Let x = aθ. Because aT_b = L/(R T_b) = 1/ε, we have θ/T_b = εx and T = T_b(1 − εx). The exponent in the vapour-pressure law becomes

Lθ/(R T T_b) = aθ T_b/T = x/(1 − εx).

Multiplying θ = θ0 p/p_b by a then gives

x = B exp[−x/(1 − εx)].

When εx ≪ 1, that is, when the cooling is small compared with the absolute temperature, the leading equation is x = B exp(−x), or x exp(x) = B. Its positive solution is the principal Lambert function, defined by W(B) exp[W(B)] = B. With w = W(B),

θ ≈ w/a,
p/p_b ≈ w/B = exp(−w).

The next order follows from the logarithm of the equation. Since x/(1 − εx) = x + εx² + O(ε²),

ln x + x + εx² = ln B + O(ε²).

Put x = w + εx₁. The terms without ε give ln w + w = ln B, which defines w. The terms of first order give

x₁/w + x₁ + w² = 0.

Multiplication by w gives x₁(1 + w) = −w³, and hence

x = w − εw³/(1 + w) + O(ε²).

Both θ and p/p_b are thus multiplied by 1 − εw²/(1 + w). The sign can be checked without expansion. For positive x, the exponent x/(1 − εx) exceeds x, so the root satisfies ln x + x < ln B = ln w + w. Since ln x + x increases with x, it follows that x < w. The leading Lambert result is an upper bound on both the cooling and the remaining pressure.

For weak cooling, B ≪ 1, expanding w exp(w) = B gives w ≈ B − B². Thus θ ≈ θ0(1 − B) and p/p_b ≈ 1 − B at leading order in ε. For B ≫ 1, the relation w = ln B − ln w gives w ≈ ln B − ln ln B. If p_b is then increased by choosing a more volatile precursor with the same L, T_b and K_e, the delivery rate n = K_e θ/L grows only logarithmically: heat supply has become the bottleneck. This limit still requires εw ≪ 1, and also a dilute outflow, p/P = K_e θ/(LF) ≪ 1. The asymptotic form converges slowly: at B = 31.5 it gives 2.21 against w = 2.52. With the parameters of the example below, that value of B already needs p_b equal to P, so the charge would boil at the wall temperature.

A worked case with round model parameters shows how the formulas are used. Its conductance is deliberately small, so that the feedback is strong. Take T_b = 370 K, L = 70 kJ/mol, p_b = 2 Torr, P = 100 Torr and K = 0.04 W/K. The carrier is a rigid diatomic gas with c = 7R/2 = 29.10 J/(mol K), and its flow is 500 sccm, or 3.718 × 10⁻⁴ mol/s. Then

Fc = 3.718 × 10⁻⁴ × 29.10 = 0.0108 W/K,
K_e = 0.0400 + 0.0108 = 0.0508 W/K.

The carrier provides 21% of the total conductance. Without cooling, the delivery would be 500 × 2/100 = 10 sccm, or 7.436 × 10⁻⁶ mol/s, with a latent load of 0.5205 W. Therefore

θ0 = 0.5205/0.05082 = 10.24 K,
B = 0.06150 × 10.24 = 0.630.

The Lambert function gives w = 0.4157, so the leading cooling is 0.4157/0.06150 = 6.76 K. With ε = 0.04395, the corrected value is x = 0.4134, or θ = 6.72 K. The numerical root of the steady balance is also 6.72 K, which puts the precursor at 363.3 K. The pressure ratio is

p/p_b = 6.7225/10.242 = 0.656.

The vapour pressure is 1.31 Torr, and the delivery is 6.56 sccm, or 4.88 × 10⁻⁶ mol/s. About one third of the uncooled delivery has been lost. This size belongs to the small K chosen, which describes poor thermal contact or a stagnant charge, and in a stagnant charge a single temperature is only a rough description. A well-stirred liquid with 100 cm² of wetted wall and an assumed heat-transfer coefficient of 100 W/(m² K) has K = 1 W/K; the same balance then gives a cooling of 0.50 K and a delivery of 9.70 sccm. Inserting θ0 into the vapour-pressure law would instead give a ratio of 0.523. That estimate exaggerates the loss because it charges the precursor with the latent load of the uncooled rate, 0.5205 W, while the actual load is 0.3416 W.

The feedback also governs stability. Let T_s be the steady temperature and T = T_s + u with small u. The heat supply changes by −K_e u. Because n is proportional to p at fixed F and P, the latent load changes by L n [L/(RT²)]u. The steady balance replaces nL by K_e θ, so this change is K_e s u, with

s = Lθ/(RT²).

Hence

N c_l du/dt = −K_e(1 + s)u.

Since s is positive, a disturbance decays, and it decays faster than it would with a fixed evaporation rate. The relaxation time is N c_l/[K_e(1 + s)]. This treats N as constant during the decay, so the relaxation time must be much shorter than the depletion time N/n.

For N = 0.5 mol and c_l = 300 J/(mol K), and with the thermal resistance 1/K lying between the wall and a charge of uniform temperature, the time without feedback is 2952 s. In the example s = 0.429, which reduces it to 2952/1.429 = 2066 s. The depletion time is about 1.0 × 10⁵ s, some fifty times longer. Time integration of the full enthalpy and inventory balances, started at the wall temperature, tests the steady solution. After 30 000 s the inventory has fallen from 0.500 to 0.349 mol, yet the cooling is 6.72 K, as the steady balance predicts. A process started with a fully warmed vessel thus begins near 10 sccm and drifts towards 6.56 sccm on a scale of tens of minutes.

The response to the operating conditions follows from differentiating K_e θ = nL. At fixed T_b and P,

d ln K_e + dθ/θ = d ln n.

The delivery law gives d ln n = d ln F + d ln p, and the vapour-pressure slope gives d ln p = −[L/(RT²)]dθ = −s dθ/θ. Equating the two expressions for d ln n yields

(1 + s) dθ/θ = d ln F − d ln K_e.

Substituting this dθ/θ into the first relation gives

d ln n = (d ln F + s d ln K_e)/(1 + s).

Let φ = Fc/K_e be the carrier's share of the conductance. Since dK_e = K d ln K + Fc d ln F, we have d ln K_e = (1 − φ)d ln K + φ d ln F. Therefore

∂ ln n/∂ ln F = (1 + sφ)/(1 + s),
∂ ln n/∂ ln K = s(1 − φ)/(1 + s).

These add to one: scaling both F and K by the same factor leaves the temperature unchanged and scales the delivery by that factor. In the example they are 0.764 and 0.236. A small relative fall in K, for instance through poorer contact as a solid charge recedes from the wall, lowers the delivery by about a quarter of that relative amount.

If the wall and carrier temperatures are changed together, the steady balance gives K_e(dT_b − dT) = K_e s dT, so

dT/dT_b = 1/(1 + s).

Here the precursor follows a small change of the wall setting by a factor of 0.70. The rest of the change goes into a larger temperature difference, which supplies the added latent load.

Restoring the original delivery rate requires a finite change. At the same F and P, the precursor must return to its old temperature T_b, where it again has pressure p_b. It then consumes the full uncooled latent load L F p_b/P, which requires a temperature difference of θ0. The new wall and carrier temperature is

T_b,new = T_b + θ0.

In the example this is 370.0 + 10.24 = 380.2 K. Raising the setting by the observed cooling of 6.72 K would be insufficient, because the warmer precursor evaporates faster and draws more heat.

The carrier flow has a limit of its own. The relation for dθ/θ, with K and P fixed, gives

∂ ln θ/∂ ln F = (1 − φ)/(1 + s) > 0,

so cooling increases with flow. As F grows, however, Fc dominates K in K_e. The factor F then cancels from the steady balance, leaving

cθ = L p(T)/P.

This is adiabatic saturation: the carrier alone pays for the evaporation. The corresponding parameter is B = aLp_b/(Pc), which is 2.96 here, and the limiting cooling is 16.6 K. At 100, 500 and 2000 sccm the cooling is 2.16, 6.72 and 11.8 K, and the delivery is 1.75, 6.56 and 18.9 sccm. A twentyfold rise in flow thus gives nearly an elevenfold rise in delivery. The limit supposes that the carrier still saturates at high flow. If it leaves with only a fixed fraction η of the saturation pressure, but still at temperature T, then n = ηFp/P. Both θ0 and B are multiplied by η, while K_e is unchanged.

Delivery without carrier gas can obey the same equation. If vapour is drawn through a restriction with negligible downstream pressure and a linear law n = Gp, with constant G, then G replaces F/P and the carrier term Fc vanishes:

θ0 = L G p_b/K.

The same Lambert solution applies with B = aθ0. It does not apply unchanged to a restriction whose flow is nonlinear in pressure.

Two approximations in the example can be assessed. The full saturator law multiplies the dilute rate by P/(P − p) = 1 + p/(P − p). To first order this acts like a relative increase of p/(P − p) in the supply coefficient at fixed K_e, so the delivery rises by the fraction

[p/(P − p)]/(1 + s).

This is 0.93%, against 0.92% from solving the full law, both relative to the dilute delivery. The latent heat also varies if the vapour and condensed phase have different heat capacities. For a vapour-minus-condensed difference of −60 J/(mol K), with L kept at 70 kJ/mol at T_b, the cooling changes from 6.72 to 6.74 K. Neither effect alters the picture for these parameters.

More serious failures arise when one temperature cannot describe the precursor. A poorly conducting powder or an unstirred liquid can have an evaporating surface colder than its interior. The steady balance can still be used as an approximation if K denotes the conductance from wall to surface and T the surface temperature, provided that the surface is uniform, the carrier leaves at its temperature, and the sensible heat released as the interior cools is small compared with the latent load. The single relaxation time is then no longer justified. If cooling carries the precursor through its freezing point, the latent heat and the vapour-pressure slope both change there, and the two phases need separate vapour-pressure laws. The numerical output lists the values for the example.

Numbers as computed

```
Bath temperature: 370.0 K; latent heat: 70.0 kJ/mol
Vapour pressure at bath temperature: 2.000 Torr
Total pressure: 100.0 Torr
Carrier flow: 500.0 sccm = 3.7179e-04 mol/s
Carrier heat capacity: 29.101 J/(mol K)
Wall conductance K: 0.0400 W/K
Carrier term F*c: 0.01082 W/K; total K_e: 0.05082 W/K
Carrier share phi: 0.2129
Uncooled delivery: 7.4358e-06 mol/s = 10.000 sccm
Uncooled latent load: 0.5205 W
Cooling without feedback theta0: 10.242 K
Pressure ratio at T_bath-theta0: 0.5232
Slope a: 0.06150 1/K; B: 0.6299; eps: 0.04395
Lambert w: 0.4157; corrected a*theta: 0.4134
Cooling, leading Lambert: 6.7590 K
Cooling, corrected Lambert: 6.7227 K
Cooling, numerical root: 6.7225 K; precursor T: 363.278 K
Cooling, time integration at 30000 s: 6.7225 K
Inventory: start 0.500 mol, at 30000 s 0.349 mol
Pressure ratio, leading Lambert: 0.6599
Pressure ratio, corrected Lambert: 0.6564
Pressure ratio, numerical root: 0.6563
Vapour pressure during delivery: 1.3127 Torr
Delivery rate: 4.8805e-06 mol/s = 6.5634 sccm
Latent load during delivery: 0.3416 W
Feedback strength s: 0.4289
Liquid heat capacity: 300.0 J/(mol K)
Relaxation time without feedback: 2952 s
Relaxation time, formula: 2066 s
Relaxation time, time integration: 2064 s
Depletion time N/n: 1.024e+05 s
dln(n)/dln(F): 0.7638; dln(n)/dln(K): 0.2362
dT/dT_bath: 0.6999
Flow 100 sccm: cooling 2.160 K, p/p_bath 0.8749, delivery 1.750 sccm
Flow 500 sccm: cooling 6.722 K, p/p_bath 0.6563, delivery 6.563 sccm
Flow 2000 sccm: cooling 11.808 K, p/p_bath 0.4723, delivery 18.892 sccm
Adiabatic limit: B 2.9586, cooling 16.563 K
Bath temperature restoring uncooled delivery: 380.242 K
Non-dilute rise of delivery: 0.924 %
Non-dilute rise, formula: 0.931 %
Vapour-liquid heat-capacity difference: -60.0 J/(mol K)
Cooling with variable latent heat: 6.7439 K
```
